Kramers-averaged 1s core hole of argon: relativity in the K binding energy

**Problem**

Remove one 1s electron from a free argon atom and let the remaining seventeen relax. Treat the hole as shared equally between the two Kramers partners of the 1s shell, so that the mean field stays spherical and time-reversal symmetric. Find the K binding energy

B = E_h − E_N,

where E_N and E_h are the self-consistent energies of the neutral atom and the ion. Then find the relativistic contribution

ΔB = B(Dirac-Coulomb) − B(Schrödinger),

and decide whether "about ten eV" describes it fairly.

The algebra is in atomic units. The nucleus is a point charge Z = 18, the rest energy is subtracted, and the one-electron operator is

h = cα·p + (β − 1)c² − Z/r.

The level of theory is Hartree-Fock with Coulomb repulsion, and electrons occupy positive-energy spinors only. Correlation, quantum-electrodynamic corrections and nuclear size are left out. Magnetic interaction is considered at the end.

**A tempting solution**

Let C project on the sixteen closed-shell spinors and O on the 1s pair a, ā. One electron shared by the pair gives the density matrix

D = C + fO, with f = 1/2.

Insert it into the closed-shell energy expression:

E_frac = tr hD + ½ tr D G[D],

⟨p|G[D]|q⟩ = Σ_i n_i (⟨pi|qi⟩ − ⟨pi|iq⟩).

Here n_i are the occupations, and the two terms are direct and exchange repulsion. Evaluated with the relaxed core-hole orbitals found below from the correct energy expression, and not re-optimized for E_frac itself, this expression puts the ion 3284.8 eV above the neutral atom.

The number is suspicious. Removing a 1s electron without any relaxation costs 3241.6 eV, as shown below. Relaxation, the response of the other electrons to the hole, should reduce this cost. Here it seems to have raised it by 43 eV.

**The fault**

Look at the part of E_frac that is quadratic in O:

½f² tr O G[O] = ½f² Σ_{i,j = a,ā} (J_ij − K_ij).

J and K are the direct and exchange integrals. The terms i = j vanish because J_ii = K_ii. The two terms with i ≠ j are equal, which leaves

½f² tr O G[O] = f²(J_aā − K_aā).

For an s shell the spinors are

φ_i = (1/(√(4π) r)) (P χ_i, −iQ σ_r χ_i),

where χ_i is a constant two-spinor and σ_r = σ·n, with n = r/r the radial unit vector. Since σ_r² = 1, the overlap density φ_a†φ_ā is proportional to χ_a†χ_ā = 0 at every point. Hence K_aā = 0. Both partners have the same spherical density, so

J_aā = F⁰ = ∬ ρ(r)ρ(r′)/r_> dr dr′, with ρ = P² + Q².

The fractional expression therefore contains a repulsion F⁰/4 between two halves of one electron. A pair repulsion should be weighted by the probability that both spinors are occupied. That probability is 0 for one electron and 1 for two; f² gives 1/4.

The size can be checked with a hydrogen-like orbital, P² = 4Z³r²e^(−2Zr). In units where Z = 1, the charge inside r is 1 − e^(−2r)(1 + 2r + 2r²), so

F⁰ = 2∫ 4r e^(−2r) [1 − e^(−2r)(1 + 2r + 2r²)] dr = 2(1 − 11/16) = 5/8.

Restoring Z gives F⁰ = 5Z/8 and a spurious energy 5Z/32 = 2.81 hartree, about 76.5 eV. The self-consistent orbital gives 75.65 eV.

**The correct average**

Write A = |a⟩⟨a| for the remaining 1s electron. The energy of that single determinant is

E_a = tr h(C + A) + ½ tr (C + A)G[C + A].

Because tr A G[A] = J_aa − K_aa = 0 and tr C G[A] = tr A G[C], this becomes

E_a = tr hC + ½ tr C G[C] + ⟨a|h + G[C]|a⟩.

Averaging with the determinant that keeps ā gives

E_h = tr h(C + fO) + ½ tr C G[C] + f tr O G[C].

Time reversal leaves h and G[C] unchanged, so the two determinants have equal energies. E_h is therefore also the energy of either one, built from these shared orbitals. Allowing the closed shells to become spin-polarized would be a different approximation.

**Orbital equations**

Varying E_h with respect to the two projectors gives

δE_h = tr F_C δC + f tr F_O δO,

F_C = h + G[C + fO],

F_O = h + G[C].

The open-shell electron does not feel itself in F_O. Orthonormality restricts the variations to rotations, made alike for both partners of each pair:

- Mixing a closed orbital k with an empty one v requires (F_C)_kv = 0.
- Mixing the open orbital o with an empty one requires (F_O)_ov = 0.
- Mixing k with o changes C and O oppositely: k → k + ηo and o → o − ηk give δC = η(|o⟩⟨k| + |k⟩⟨o|) = −δO. Hence (F_C − fF_O)_ko = 0.

One effective matrix R can carry all three conditions. It equals F_C, except that its open–open and open–empty blocks come from F_O and its closed–open block is

R_ko = (F_C − fF_O)_ko/(1 − f) = (2F_C − F_O)_ko.

The divisor 1 − f makes this block reduce to the common Fock matrix if F_C and F_O coincide. When the orbitals that build R are also its eigenvectors, all the required blocks vanish.

The solution is a stationary point, not a minimum. This is already so in the Schrödinger problem, where rotating the 1s hole toward an outer shell lowers the energy. In the four-component problem the empty set also includes the negative-energy solutions. For large c the lower radial equation gives

Q ≈ (1/2c)(d/dr + κ/r)P,

where κ is the Dirac angular quantum number. The small-component basis therefore contains (d/dr + κ/r)P for each large-component function P. This restricted kinetic balance gives the correct Schrödinger kinetic energy in the limit.

**Keeping the hole in 1s**

Begin with the neutral orbitals and half-fill the 1s pair. After each diagonalization of R, choose as the new open orbital the eigenvector j with the largest

w_j = |⟨o_old|j⟩|².

From the remaining eigenvectors, take as closed those with the largest Σ_k |⟨k_old|j⟩|², in each symmetry channel. Orbital energies play no part in this choice.

The Dirac calculation converges in 10 cycles. The smallest squared overlap between successive 1s orbitals is 0.9998, so the identification is never in doubt here.

A control run starts from the same orbitals and vacancy but fills the s channel by energy. The two lowest s levels become closed and the third half-filled. It converges to a 3s hole only 33.4 eV above the neutral atom, and the squared overlap of its open orbital with the neutral 1s is zero to six decimals. Filling from the bottom thus loses the hole, and some rule must keep it in place when orbitals are reassigned. Maximum overlap is one such rule. Here, where 1s lies far below every other level, simply leaving the lowest s level half-filled reaches the same state. The rule adds no term to the energy.

**Frozen orbitals and relaxation**

If the ion keeps the neutral orbitals, subtracting the two energies gives

E_N − E_h = (1 − f) tr O(h + G[C]) + ½ tr O G[O].

The trace over the pair is twice the value for a, and (1 − f)·2 = 1. The last term is F⁰. Therefore

E_N − E_h = ⟨a|h + G[C]|a⟩ + F⁰ = ⟨a|h + G[C + O]|a⟩ = ε_1s.

The frozen-orbital binding energy is −ε_1s. In the Dirac case it is 3241.61 eV, the value used above to question the tempting solution.

**The four energies**

The basis has 26 s and 20 p exponents, shared by both theories. A richer basis lowers each total energy by 0.003 to 0.004 eV, so their last digit is uncertain; the differences B and ΔB move by less than 0.001 eV.

Dirac-Coulomb:

B = −11177.06 − (−14386.23) = 3209.17 eV.

Schrödinger:

B = −11140.04 − (−14335.43) = 3195.39 eV.

The relativistic contribution is

**ΔB = 3209.17 − 3195.39 = 13.78 eV = 0.506 hartree.**

For the same orbitals E_frac = E_h + F⁰/4, and this is how the tempting result was obtained: 3209.17 + 75.65 = 3284.82 eV. In ΔB much of this error would cancel, since it occurs in both theories. The neutral 1s radius shrinks from 0.04556 to 0.04531 angstrom, or 0.56 per cent. F⁰ varies roughly inversely with the radius, so a little under half an eV of the error would survive in ΔB. A plausible difference would then conceal a poor binding energy.

The contribution can be read in two ways. Relativity lowers the neutral atom by 50.80 eV and the ion by 37.02 eV, and the difference is ΔB. Alternatively, the frozen-orbital contribution is 14.06 eV, while relaxation is 32.43 eV in the Dirac case and 32.16 eV in the Schrödinger case. The extra 0.27 eV of relaxation reduces 14.06 to 13.78 eV, within rounding.

**Two limits**

For one electron and a bare nucleus, the Dirac ground-state energy is

ε = c²[√(1 − Z²/c²) − 1] = −Z²/2 − Z⁴/(8c²) − Z⁶/(16c⁴) − …

The relativistic binding contribution is then 19.18 eV for Z = 18. Argon's value is 72 per cent of this; the other electrons account for the reduction. Matching the leading Z⁴ law to 13.78 eV would need an effective charge of about 16.6. This restates the reduction and does not derive it.

The second limit is large c. A pure 1/c² term falls by exactly 16 when c is multiplied by four, so ΔB should fall by about that factor. In a coarser basis it falls to 0.855 eV, a ratio of 16.13. The small excess is consistent with the next term of the one-electron series, whose size relative to the leading term is Z²/(2c²) = 0.0086. That term alone gives

16 × (1 + 0.0086)/(1 + 0.0086/16) ≈ 16.13.

This checks only the size of the excess. The formula is for one electron, and the charge 16.6 in place of 18 would give 16.11.

The coarser basis changes ΔB itself by less than 0.001 eV, so basis error is not what separates 13.8 from ten.

**What magnetism changes**

The Coulomb interaction omits the magnetic interaction −α₁·α₂/r₁₂, which is also of relativistic order. Its largest effect on this process may be expected from the 1s pair, which the ionization breaks. To first order the pair energy is

E_mag = ½ Σ_ij ∬ [−j_ii·j′_jj + j_ij·j′_ji]/r₁₂ d³r d³r′,

with j_ij = φ_i†αφ_j. Inserting the s spinors gives

j_ij = (iPQ/4πr²) χ_i†[σ_r, σ]χ_j = (PQ/2πr²) n × s_ij,

where s_ij = χ_i†σχ_j. The second form uses [σ_r, σ] = −2i n × σ.

The direct term vanishes because Σ_i s_ii = tr σ = 0. For exchange, tr σ_kσ_l = 2δ_kl and Σ_k (n × e_k)·(n′ × e_k) = 2cos γ, where e_k are Cartesian unit vectors and γ is the angle between n and n′. The exchange integrand, including the prefactor ½, is therefore

PQ(r) PQ(r′) cos γ/(2π²r²r′² r₁₂).

The angular integral of cos γ/r₁₂ is (16π²/3) r_</r_>². Thus

E_mag = (8/3) ∬ PQ(r) PQ(r′) r_</r_>² dr dr′ = 1.97 eV.

The currents circulate around the nucleus and have zero divergence, so the retardation part of the Breit interaction adds nothing for this pair. The energy is positive in the neutral atom. A single 1s electron has no such pair energy, so ionization releases it and the binding contribution falls:

13.78 − 1.97 = 11.81 eV.

This is an estimate whose decimals should not be trusted: magnetic coupling and retardation between 1s and the outer shells are missing, and together they lower the value by a further several tenths of an eV; the orbitals also do not respond to magnetism. "About ten eV" is fair as a size. At the Dirac-Coulomb level, however, the value to quote is 13.8 eV. The numerical output gives the remaining checks, including comparisons with explicit determinants.

Computed values

```
nuclear charge: 18; speed of light: 137.035999 atomic units
main basis: 26 s and 20 p exponents, ratio 2.2
coarse basis: 20 s and 14 p exponents, ratio 2.6
smallest exponent in both: 0.05 atomic units
SCF cycles, Dirac: neutral 12, 1s hole 10, energy-order control 11
neutral energy, Dirac-Coulomb: -14386.233 eV
1s-hole energy, Dirac-Coulomb: -11177.060 eV
neutral energy, Schroedinger: -14335.432 eV
1s-hole energy, Schroedinger: -11140.040 eV
K binding energy, Dirac-Coulomb: 3209.173 eV
K binding energy, Schroedinger: 3195.391 eV
relativistic contribution to K binding: 13.782 eV
same contribution: 0.50649 hartree
frozen-orbital K binding, Dirac-Coulomb: 3241.608 eV
frozen-orbital K binding, Schroedinger: 3227.552 eV
frozen-orbital relativistic contribution: 14.055 eV
relaxation energy, Dirac-Coulomb: 32.434 eV
relaxation energy, Schroedinger: 32.161 eV
bare-nucleus 1s relativistic contribution: 19.180 eV
1s-pair magnetic energy, first order: 1.969 eV
contribution less 1s-pair magnetic energy: 11.813 eV
spurious term of fractional functional: 75.651 eV
smallest successive squared 1s overlap: 0.999801
squared overlap of hole 1s with neutral 1s: 0.999827
energy-order control: removal energy: 33.430 eV
energy-order control: squared 1s overlap: 0.000000
mean 1s radius, neutral Dirac: 0.045311 angstrom
mean 1s radius, hole Dirac: 0.044851 angstrom
mean 1s radius, neutral Schroedinger: 0.045564 angstrom
contribution with c fourfold, coarse basis: 0.8546 eV
ratio of contributions, c to fourfold c: 16.126
change of contribution in coarse basis: -0.00063 eV
largest hydrogen-like level error: 0.002872 eV
scaling-theorem residual, Dirac hole: 0.00329 eV
scaling-theorem residual, Schroedinger hole: 0.00400 eV
explicit determinant minus averaged energy: -0.000001 eV
spinor code minus radial code, neutral: -0.000001 eV
spinor code minus radial code, frozen hole: -0.000021 eV
```
